# Charge states of substitutional copper across the germanium gap

**Question**

I am trying to work out the charge of substitutional copper in germanium as the Fermi level moves across the gap. I have three acceptor levels: 0.04 eV and 0.33 eV above the valence band, and 0.26 eV below the conduction band.

Two things confuse me. The last level is close to the conduction band, so should I treat it as a donor level? And since it is measured from the other band edge, how do I put all three on one scale? I would also like to predict the charge in an actual crystal. Suppose it contains \(10^{15}\ \mathrm{cm^{-3}}\) copper and some phosphorus, at 77 K or at room temperature. Can I just compare the Fermi level with the three levels?

**Answer**

**What each level means**

The distance to a band does not decide whether a level is a donor or an acceptor level. The charges on its two sides do. An acceptor level separates a neutral or negative state from the state with one more electron. A donor level separates a positive state from the state with one more electron. Copper supplies one electron to the four bonds around a germanium site, where germanium supplies four. The centre can therefore take up three more electrons, and its charges are 0, 1−, 2− and 3−.

Let \(j=0,1,2,3\) be the number of extra bound electrons, so the charge is \(-j\) in units of the elementary charge. Let \(E_j\) be the energy of the centre in that state. The electrons come from a reservoir at Fermi level \(\mu\), so the energy to compare is

\[
F_j(\mu)=E_j-j\mu .
\]

Define the \(j\)th level by \(e_j=E_j-E_{j-1}\). Then

\[
F_j-F_{j-1}=e_j-\mu .
\]

The extra electron is favoured when \(\mu>e_j\). All three levels are crossed in the same sense: the copper becomes more negative as \(\mu\) rises.

**One energy scale**

Set the valence band edge to zero and call the gap \(E_g\). Then

\[
e_1=0.04\ \mathrm{eV},\qquad e_2=0.33\ \mathrm{eV},\qquad e_3=E_g-0.26\ \mathrm{eV}.
\]

Suppose \(e_1<e_2<e_3\), and let \(\mu\) lie between \(e_j\) and \(e_{j+1}\). Adding electrons to state \(j\) costs a sum of terms \(e_i-\mu\) with \(i>j\), all positive. Removing electrons costs a sum of terms \(\mu-e_i\) with \(i\le j\), also all positive. State \(j\) therefore has the lowest energy, and the answer is

- charge 0 for \(0<\mu<0.04\) eV;
- charge 1− for \(0.04<\mu<0.33\) eV;
- charge 2− for \(0.33\ \mathrm{eV}<\mu<E_g-0.26\ \mathrm{eV}\);
- charge 3− for \(E_g-0.26\ \mathrm{eV}<\mu<E_g\).

The list requires \(e_3>e_2\), that is, \(E_g>0.33+0.26=0.59\) eV. For the gap I use the rough parametrisation

\[
E_g(T)=0.742\ \mathrm{eV}-\frac{(4.8\times10^{-4}\ \mathrm{eV/K})\,T^2}{T+235\ \mathrm{K}},
\]

and I assume that each level keeps its quoted distance from its own band edge. At 77 K the gap is 0.733 eV and \(e_3=0.473\) eV, so the 2− window is 0.143 eV wide. At 300 K the gap is 0.661 eV and \(e_3=0.401\) eV, which leaves 0.071 eV.

**If the order is reversed**

From the definitions, \(F_2=F_1+e_2-\mu\) and \(F_3=F_1+e_2+e_3-2\mu\). Hence

\[
F_2-\frac{F_1+F_3}{2}=\frac{e_2-e_3}{2}.
\]

If \(e_3<e_2\), this is positive. State 2− then lies above the average of its neighbours, so at least one of them is lower and 2− is never the ground state. The change goes directly from 1− to 3− where \(F_1=F_3\), at \(\mu=(e_2+e_3)/2\).

With the gap formula above, the order reverses at 474 K. At 550 K it would give \(e_3=0.297\) eV and a direct change at 0.314 eV. These are extrapolations of fixed level distances, not predictions for hot germanium, where the distances may themselves change.

**Populations at finite temperature**

The boundaries are sharp only in the limit \(T\to0\). At finite temperature state \(j\) has weight \(g_j\exp(-F_j/kT)\), where \(g_j\) is its number of equivalent configurations. Dividing neighbouring weights gives the ratio of their populations \(f_j\):

\[
\frac{f_j}{f_{j-1}}=\frac{g_j}{g_{j-1}}\exp\!\left(\frac{\mu-e_j}{kT}\right).
\]

For \(g_j\) I use a simple model. The top of the valence band is fourfold degenerate, spin included, and I let the bound holes occupy a shell of four such states. A centre with \(j\) extra electrons has \(3-j\) holes, which can be placed in \(\binom{4}{3-j}\) ways:

\[
g_0,g_1,g_2,g_3=4,6,4,1 .
\]

This ignores any splitting of the many-hole states. Setting the population ratio to one gives the Fermi level at which two neighbouring charges are equally common:

\[
\mu_j^{\rm eq}=e_j+kT\ln\frac{g_{j-1}}{g_j}.
\]

For the third level at 300 K, \(kT=0.02585\) eV and the shift is \(kT\ln4=0.036\) eV. Equality therefore occurs at \(0.401+0.036=0.437\) eV, not at \(e_3\). At 77 K the shift is only 0.009 eV, and equality occurs at 0.482 eV.

How pure can the 2− state be? Near its window neutral copper is negligible, so

\[
\frac1{f_2}=1+\frac{g_1}{g_2}e^{(e_2-\mu)/kT}+\frac{g_3}{g_2}e^{(\mu-e_3)/kT}.
\]

The product of the last two terms does not depend on \(\mu\). Two positive numbers with a fixed product have the smallest sum when they are equal. Equating them and taking the logarithm gives

\[
\mu_*=\frac{e_2+e_3}{2}+\frac{kT}{2}\ln\frac{g_1}{g_3}.
\]

Each term then equals the square root of the product, so

\[
f_2^{\max}=\left[1+\frac{2\sqrt{g_1g_3}}{g_2}
e^{-(e_3-e_2)/2kT}\right]^{-1}.
\]

At 300 K the prefactor is \(2\sqrt6/4=1.225\) and the exponential is \(\exp[-0.0713/(2\times0.02585)]=0.252\). Thus \(f_2^{\max}=1/(1+0.308)=0.76\), at \(\mu_*=0.389\) eV. Even at the best Fermi level, about a quarter of the copper is in another charge state. At 77 K the maximum differs from one by only about \(3\times10^{-5}\).

**What sets the Fermi level in your crystal**

You cannot choose \(\mu\) freely; charge neutrality fixes it. Let \(n\) and \(p\) be the free electron and hole densities, and take all phosphorus donors, of density \(N_{\rm P}\), as ionised. Equating positive and negative charge gives

\[
p+N_{\rm P}=n+N_{\rm Cu}\sum_{j=0}^{3}j f_j .
\]

For carriers dilute enough for Boltzmann statistics,

\[
n=N_c e^{-(E_g-\mu)/kT},\qquad p=N_v e^{-\mu/kT}.
\]

I take \(N_c=1.0\times10^{19}\) and \(N_v=5.0\times10^{18}\ \mathrm{cm^{-3}}\) at 300 K, both scaling as \(T^{3/2}\).

If free carriers are negligible, neutrality becomes a counting rule. With \(r=N_{\rm P}/N_{\rm Cu}\),

\[
\sum_j j f_j=r\qquad(0\le r\le3).
\]

Each phosphorus atom gives one electron to copper. For \(1<r<2\) at low temperature, nearly all the copper is 1− or 2−. Then \(f_1+f_2=1\) and \(f_1+2f_2=r\), so \(f_2=r-1\) and \(f_1=2-r\). Inserting these in the population ratio gives

\[
\mu=e_2+kT\ln\frac{g_1}{g_2}+kT\ln\frac{r-1}{2-r}.
\]

The Fermi level stays within a few \(kT\) of \(e_2\) unless \(r\) is close to an integer. The same argument for \(2<r<3\) holds it near \(e_3\).

**Your crystal at 77 K**

Take \(N_{\rm Cu}=10^{15}\ \mathrm{cm^{-3}}\). Solving the full neutrality equation gives:

| P/Cu | \(\mu\) (eV) | mean charge |
|---:|---:|---:|
| 0 | 0.045 | −0.76 |
| 0.5 | 0.050 | −0.87 |
| 1.5 | 0.333 | −1.50 |
| 2.5 | 0.482 | −2.50 |
| 3.5 | 0.681 | −3.00 |

The rows for \(r=1.5\) and \(r=2.5\) follow the counting rule. At \(r=1.5\) the copper is half 1− and half 2−; at \(r=2.5\) it is half 2− and half 3−. At \(r=3.5\) every copper level is filled, and the surplus phosphorus leaves \(n=(3.5-3)\times10^{15}=5\times10^{14}\ \mathrm{cm^{-3}}\).

The first two rows break the rule because the 0.04 eV level is shallow enough to release holes at 77 K. Here only charges 0 and 1− matter. Neutrality gives \(N_{\rm Cu}f_1=p+N_{\rm P}\), and the remainder is \(N_{\rm Cu}f_0=N_{\rm Cu}-N_{\rm P}-p\). Multiplying \(f_1/f_0\) by \(p\) cancels \(\mu\):

\[
\frac{p(p+N_{\rm P})}{N_{\rm Cu}-N_{\rm P}-p}
=\frac{g_1}{g_0}N_v e^{-e_1/kT}\equiv K .
\]

At 77 K, \(K=2.35\times10^{15}\ \mathrm{cm^{-3}}\). Without phosphorus this becomes \(p^2+Kp-KN_{\rm Cu}=0\), whose positive root is

\[
p=\frac{-K+\sqrt{K^2+4KN_{\rm Cu}}}{2}
=\frac{-2.35+\sqrt{5.52+9.40}}{2}\times10^{15}
=7.6\times10^{14}\ \mathrm{cm^{-3}}.
\]

So 76% of the copper is 1− and 24% is neutral. On further cooling \(K\) tends to zero, \(p\) vanishes, and uncompensated copper becomes neutral.

**The same crystal at 300 K**

With the densities held fixed, the result changes:

| P/Cu | \(\mu\) (eV) | mean charge |
|---:|---:|---:|
| 0 | 0.220 | −1.01 |
| 0.5 | 0.237 | −1.02 |
| 1.5 | 0.337 | −1.48 |
| 2.5 | 0.400 | −2.10 |
| 3.5 | 0.426 | −2.37 |

The last row answers your question about simply comparing levels. Its Fermi level, 0.426 eV, is above \(e_3=0.401\) eV, so the zero-temperature list would say 3−. Yet 59% of the copper is 2− and only 39% is 3−. The Fermi level is still below the equal-population point at 0.437 eV, because in this model 2− has four configurations and 3− has one. The reversal rests on that ratio: with all \(g_j\) equal, the same row would give \(\mu=0.419\) eV and 66% of the copper as 3−. Comparing levels would then name the majority charge, but a third of the copper would still be in another state.

There is also a direct carrier-density criterion. Multiply \(f_2/f_3\) by \(n\), and use \(e_3=E_g-0.26\) eV:

\[
n\frac{f_2}{f_3}
=\frac{g_2}{g_3}N_c e^{-0.26\ \mathrm{eV}/kT}.
\]

At 300 K the right-hand side is about \(1.7\times10^{15}\ \mathrm{cm^{-3}}\). The 3− state outnumbers 2− only when \(n\) exceeds this value. In the last row \(n=1.1\times10^{15}\ \mathrm{cm^{-3}}\), which is too small. At 77 K the corresponding density is only about \(50\ \mathrm{cm^{-3}}\), so the third electron stays bound.

**How far to trust this for real germanium**

Copper-doped germanium is used in cooled infrared photoconductors that rely on the 0.04 eV level. They are run well below 77 K; in this model, 77 K already ionises most of the uncompensated copper in the dark. Under illumination and bias a detector is not in equilibrium, and capture and emission rates then set the charges, so the tables do not apply. Real crystals can also contain copper on interstitial sites or in complexes. If 10% of the copper were removed from substitutional sites and made electrically inactive, a nominal ratio of 2.5 would become \(2.5/0.9=2.8\), and the mean charge of the remaining copper at 77 K would move from −2.5 to about −2.8. Interstitial copper acts as a donor; if each removed atom gave up one electron, the ratio would be \((2.5+0.1)/0.9=2.9\) and the mean charge about −2.9.

At 300 K the rows with \(r=2.5\) and \(r=3.5\) are sensitive to the reference edge of the third level. If that level kept its low-temperature height of 0.482 eV above the valence band, instead of following the conduction band, it would lie 0.081 eV higher than assumed. For \(r=2.5\) the mean charge would change from −2.10 to −1.95. For \(r=3.5\) it would change from −2.37 to −2.01, with \(\mu=0.434\) eV now below the third level, while for \(r=1.5\) it would hardly move. The degeneracy model has an effect of similar size: equal \(g_j\) give −2.26 for \(r=2.5\) and −2.65 for \(r=3.5\). At 77 K, a 3− copper ion at the mean nearest-neighbour distance of 55 nm shifts an electron's energy by about 5 meV (for a relative permittivity of 16 and no screening by other charges), comparable with \(kT=6.6\) meV. Local levels may therefore be spread by several meV. For a rough donor depth of 0.013 eV, and counting only the two spin states of the bound electron, neutral phosphorus is at most about 0.5% of the phosphorus in the cases tabulated. Germanium's four conduction valleys give the donor more bound states, which can raise this to between 1% and 2% at 77 K and \(r=3.5\). The free-electron density in that row would then be 10–13% lower (about 4% lower with spin alone), while the copper would stay 3−. These figures count only the donor's ground-state manifold; its excited states would lower the density further. The Boltzmann approximation changes the carrier densities by less than 0.1%.

So use the four windows for the ground state, and the population ratios with neutrality for a crystal at a given temperature. The numerical output below gives the individual charge fractions and carrier densities.

## Computed results

```
Input levels: Ev+0.04, Ev+0.33, Ec-0.26 eV
Gap parameters: 0.742 eV, 4.8e-04 eV/K, 235 K
Band densities at 300 K: Nc=1.0e+19, Nv=5.0e+18 cm^-3
Cu density: 1.0e+15 cm^-3; degeneracies g0..g3: [4 6 4 1]
Minimum gap for all four states: 0.59 eV
Extrapolated closing temperature of 2- window: 474 K
Reversed order, 550 K: gap=0.557, e3=0.297 eV
Reversed order, 550 K: direct 1-/3- change at 0.314 eV
77 K: gap=0.7329, e3=0.4729, kT=0.00664 eV
  widths 0,1-,2-,3-: 0.0400, 0.2900, 0.1429, 0.2600 eV
  equal populations at mu: 0.0373, 0.3327, 0.4821 eV
  greatest 2- fraction: 0.99997 at mu=0.4074 eV
300 K: gap=0.6613, e3=0.4013, kT=0.02585 eV
  widths 0,1-,2-,3-: 0.0400, 0.2900, 0.0713, 0.2600 eV
  equal populations at mu: 0.0295, 0.3405, 0.4371 eV
  greatest 2- fraction: 0.76411 at mu=0.3888 eV
First-level mass-action density at 77 K: 2.350e+15 cm^-3
77 K, P/Cu=0.0: mu=0.0448 eV, mean charge=-0.756 e
  f0..f3=0.2435, 0.7565, 0.0000, 0.0000; p=7.56e+14, n=1.20e-27 cm^-3
77 K, P/Cu=0.5: mu=0.0497 eV, mean charge=-0.865 e
  f0..f3=0.1346, 0.8654, 0.0000, 0.0000; p=3.65e+14, n=2.49e-27 cm^-3
77 K, P/Cu=1.5: mu=0.3327 eV, mean charge=-1.500 e
  f0..f3=0.0000, 0.5000, 0.5000, 0.0000; p=1.09e-04, n=8.34e-09 cm^-3
77 K, P/Cu=2.5: mu=0.4821 eV, mean charge=-2.500 e
  f0..f3=0.0000, 0.0000, 0.5000, 0.5000; p=1.82e-14, n=5.00e+01 cm^-3
77 K, P/Cu=3.5: mu=0.6807 eV, mean charge=-3.000 e
  f0..f3=0.0000, 0.0000, 0.0000, 1.0000; p=1.82e-27, n=5.00e+14 cm^-3
300 K, P/Cu=0.0: mu=0.2200 eV, mean charge=-1.009 e
  f0..f3=0.0006, 0.9900, 0.0094, 0.0000; p=1.01e+15, n=3.86e+11 cm^-3
300 K, P/Cu=0.5: mu=0.2372 eV, mean charge=-1.018 e
  f0..f3=0.0003, 0.9816, 0.0180, 0.0000; p=5.18e+14, n=7.51e+11 cm^-3
300 K, P/Cu=1.5: mu=0.3365 eV, mean charge=-1.476 e
  f0..f3=0.0000, 0.5333, 0.4574, 0.0093; p=1.11e+13, n=3.50e+13 cm^-3
300 K, P/Cu=2.5: mu=0.3996 eV, mean charge=-2.099 e
  f0..f3=0.0000, 0.0761, 0.7485, 0.1753; p=9.69e+11, n=4.02e+14 cm^-3
300 K, P/Cu=3.5: mu=0.4264 eV, mean charge=-2.368 e
  f0..f3=0.0000, 0.0213, 0.5895, 0.3892; p=3.44e+11, n=1.13e+15 cm^-3
Rough P donor depth: 0.013 eV; relative permittivity: 16
Largest neglected neutral-P fraction: 0.54 %
Largest carrier-degeneracy correction: 0.041 %
Mean nearest Cu distance: 55.4 nm
Unscreened potential energy from one Cu3-: 4.87 meV
Third level tied to Ev instead, 300 K: e3=0.4820 eV
  shift of e3: 0.0807 eV
  P/Cu=2.5: mu=0.4079 eV, mean charge=-1.945 e
```
